# Three-Beam Interference: Ninefold Peaks and Exact Zeros on a Hexagonal Lattice: a program that tests the result

```python
"""Three-beam interference: result under test.

Three equal scalar plane waves, polar angle theta, azimuths 0, 120, 240 deg,
give a z-independent intensity with maxima 9*I0 on a triangular lattice of
spacing a = 2*lambda/(3*sin(theta)) and exact zeros at the centres of the
triangles of neighbouring maxima (distance a/sqrt(3) from each).
I0: intensity of one beam alone; q = 2*pi*sin(theta)/lambda.
Lengths are in nm, doses in mJ/cm2, unless a name says otherwise.
"""
import numpy as np
from scipy.ndimage import maximum_filter, minimum_filter
from scipy.optimize import brentq, minimize

wavelength = 325.0
spacing = 650.0
beam_dose = 6.0
sin_theta = 2 * wavelength / (3 * spacing)
theta = np.arcsin(sin_theta)
k = 2 * np.pi / wavelength
q = k * sin_theta
rng = np.random.default_rng(4)


def wave_vectors(azimuths_deg):
    phi = np.radians(azimuths_deg)
    return k * np.column_stack([sin_theta * np.cos(phi),
                                sin_theta * np.sin(phi),
                                np.full(3, np.cos(theta))])


BEAMS = wave_vectors([0.0, 120.0, 240.0])


def intensity(x, y, z=0.0, phases=(0, 0, 0), amps=(1, 1, 1), beams=BEAMS):
    """Cycle average of the squared real field, in units of I0."""
    total = 0.0
    for wt in 2 * np.pi * np.arange(8) / 8:
        field = sum(a * np.cos(v[0] * x + v[1] * y + v[2] * z + p - wt)
                    for v, p, a in zip(beams, phases, amps))
        total = total + field**2
    return total / 4


def refine(function, start, step):
    start = np.asarray(start, float)
    simplex = np.array([start, start + [step, 0], start + [0, step]])
    return minimize(function, start, method="Nelder-Mead",
                    options=dict(initial_simplex=simplex, xatol=1e-4,
                                 fatol=1e-12, maxiter=600))


# --- Peaks and zeros located by search, without using the lattice formula
axis = np.arange(-1000.0, 1001.0, 5.0)
X, Y = np.meshgrid(axis, axis, indexing="ij")
scan = intensity(X, Y)
peak_mask = (scan == maximum_filter(scan, size=3)) & (scan > 8.9)
zero_mask = (scan == minimum_filter(scan, size=3)) & (scan < 0.01)


def nearest_six(mask, sign):
    points = np.column_stack([X[mask], Y[mask]])
    radius = np.hypot(points[:, 0], points[:, 1])
    points = points[radius > 50]
    points = points[np.argsort(np.hypot(points[:, 0], points[:, 1]))[:6]]
    fits = [refine(lambda r: sign * intensity(r[0], r[1]), p, 4.0)
            for p in points]
    return np.array([f.x for f in fits]), np.array([sign * f.fun for f in fits])


peaks, peak_values = nearest_six(peak_mask, -1)
zeros, zero_values = nearest_six(zero_mask, 1)
peak_distances = np.hypot(peaks[:, 0], peaks[:, 1])
zero_distances = np.hypot(zeros[:, 0], zeros[:, 1])
assert np.allclose(peak_distances, spacing, atol=0.01)
assert np.allclose(zero_distances, spacing / np.sqrt(3), atol=0.01)
assert np.allclose(peak_values, 9, atol=1e-9)
assert np.all(np.abs(zero_values) < 1e-9)
peak_angles = np.degrees(np.arctan2(peaks[:, 1], peaks[:, 0])) % 60
assert np.all(np.minimum(peak_angles, 60 - peak_angles) < 0.01)
zero_angles = np.degrees(np.arctan2(zeros[:, 1], zeros[:, 0])) % 60
assert np.allclose(zero_angles, 30, atol=0.01)

# --- One unit cell: extrema, mean, area below I0
differences = np.array([BEAMS[0, :2] - BEAMS[2, :2],
                        BEAMS[1, :2] - BEAMS[2, :2]])
cell = 2 * np.pi * np.linalg.inv(differences).T   # rows: cell vectors


def cell_grid(n, offset=0.0):
    f = (np.arange(n) + offset) / n
    f1, f2 = np.meshgrid(f, f, indexing="ij")
    return intensity(f1 * cell[0, 0] + f2 * cell[1, 0],
                     f1 * cell[0, 1] + f2 * cell[1, 1])


grid = cell_grid(120)
neighbours = np.array([np.roll(grid, (i, j), (0, 1)) for i in (-1, 0, 1)
                       for j in (-1, 0, 1) if (i, j) != (0, 0)])
n_maxima = int(np.sum(np.all(grid > neighbours + 1e-6, axis=0)))
n_minima = int(np.sum(np.all(grid < neighbours - 1e-6, axis=0)))
assert (n_maxima, n_minima) == (1, 2)
cell_mean = grid.mean()
assert abs(cell_mean - 3) < 1e-10
dark_fraction = np.mean(cell_grid(600, 0.37) < 1)
assert abs(dark_fraction - 0.25) < 0.005   # finite grid along the boundary

# --- Saddles: stationary, indefinite curvature, value I0
h = 0.5
for sx, sy in (cell[0] / 2, cell[1] / 2, (cell[0] + cell[1]) / 2):
    gx = (intensity(sx + h, sy) - intensity(sx - h, sy)) / (2 * h)
    gy = (intensity(sx, sy + h) - intensity(sx, sy - h)) / (2 * h)
    mid = intensity(sx, sy)
    hxx = (intensity(sx + h, sy) + intensity(sx - h, sy) - 2 * mid) / h**2
    hyy = (intensity(sx, sy + h) + intensity(sx, sy - h) - 2 * mid) / h**2
    hxy = (intensity(sx + h, sy + h) + intensity(sx - h, sy - h)
           - intensity(sx + h, sy - h) - intensity(sx - h, sy + h)) / (4 * h**2)
    assert abs(gx) + abs(gy) < 1e-9 and hxx * hyy - hxy**2 < 0
    assert abs(mid - 1) < 1e-10
saddle_value = intensity(spacing / 2, 0.0)
assert abs(saddle_value - 1) < 1e-10

# --- Cosine and product forms, depth independence, straight I0 contour
px, py = rng.uniform(-2000, 2000, (2, 300))
alpha, beta = differences @ np.array([px, py])
measured = intensity(px, py)
cosine_form = 3 + 2 * (np.cos(alpha) + np.cos(beta) + np.cos(alpha - beta))
product_form = 1 + 8 * (np.cos(alpha / 2) * np.cos(beta / 2)
                        * np.cos((alpha - beta) / 2))
assert np.allclose(measured, cosine_form, atol=1e-9)
assert np.allclose(measured, product_form, atol=1e-9)
assert np.allclose(measured, intensity(px, py, rng.uniform(0, 5000, 300)),
                   atol=1e-9)
t = np.linspace(0, 1, 41)
assert np.allclose(intensity(cell[0, 0] / 2 + t * cell[1, 0],
                             cell[0, 1] / 2 + t * cell[1, 1]), 1, atol=1e-10)

# --- Beam phases only translate the pattern
delta = np.array([0.7, -1.9, 2.4])
shift = np.linalg.solve(differences, -(delta[:2] - delta[2]))
assert np.allclose(intensity(px, py, phases=delta),
                   intensity(px - shift[0], py - shift[1]), atol=1e-9)

# --- Other azimuths: ninefold peaks and zeros survive, symmetry does not
skew = wave_vectors([0.0, 105.0, 230.0])
skew_diff = np.array([skew[0, :2] - skew[2, :2], skew[1, :2] - skew[2, :2]])
skew_zero = np.linalg.solve(skew_diff, [2 * np.pi / 3, -2 * np.pi / 3])
skew_cell = 2 * np.pi * np.linalg.inv(skew_diff).T
assert intensity(*skew_zero, beams=skew) < 1e-10
assert abs(intensity(*skew_cell[0], beams=skew) - 9) < 1e-10
skew_lengths = np.linalg.norm(skew_cell, axis=1)
assert abs(skew_lengths[0] - skew_lengths[1]) > 5

# --- Cuts, widths and local laws
line = np.linspace(0, 1500, 200)
assert np.allclose(intensity(line, 0.0),
                   5 + 4 * np.cos(2 * np.pi * line / spacing), atol=1e-9)
assert np.allclose(intensity(0.0, line),
                   (1 + 2 * np.cos(2 * np.pi * line / (np.sqrt(3) * spacing)))**2,
                   atol=1e-9)
width_row = 2 * brentq(lambda x: intensity(x, 0.0) - 4.5, 0, spacing / 2)
width_across = 2 * brentq(lambda y: intensity(0.0, y) - 4.5, 0,
                          spacing / np.sqrt(3))
assert abs(width_row - spacing / np.pi * np.arccos(-1 / 8)) < 1e-6
assert abs(width_across - np.sqrt(3) * spacing / np.pi
           * np.arccos((np.sqrt(4.5) - 1) / 2)) < 1e-6
zero_y = spacing / np.sqrt(3)
directions = np.linspace(0, 2 * np.pi, 24, endpoint=False)
small = 0.01 / q
for d in directions:
    ux, uy = np.cos(d), np.sin(d)
    near_zero = intensity(small * ux, zero_y + small * uy)
    near_peak = intensity(small * ux, small * uy)
    assert abs(near_zero / (2.25 * 1e-4) - 1) < 0.01    # cubic term remains
    assert abs((9 - near_peak) / (4.5 * 1e-4) - 1) < 1e-3
dark_dose = 1.0
dark_radii = np.array([brentq(
    lambda r: beam_dose * intensity(r * np.cos(d), zero_y + r * np.sin(d))
    - dark_dose, 0, spacing / 4) for d in directions])
dark_radius_law = np.sqrt(dark_dose / beam_dose / 2.25) / q
assert np.all(np.abs(dark_radii / dark_radius_law - 1) < 0.12)

# --- Unequal amplitudes
weak_amp = 0.9
weak = refine(lambda r: intensity(r[0], r[1], amps=(1, 1, weak_amp)),
              [0, zero_y], 10.0)
assert weak.fun < 1e-9
weak_shift = np.hypot(weak.x[0], weak.x[1] - zero_y)
weak_peak = intensity(0.0, 0.0, amps=(1, 1, weak_amp))
strong_min = np.min(intensity(X, Y, amps=(1, 1, 2.5)))
assert abs(strong_min - 0.25) < 0.01 and strong_min > 0.2


# --- Vector light: extremes of |E|^2, scaled so that the cell mean is 3
def vector_pattern(sine, kind, index):
    cos_in = np.sqrt(1 - sine**2)
    sin_out = sine / index
    cos_out = np.sqrt(1 - sin_out**2)
    t_s = 2 * cos_in / (cos_in + index * cos_out)
    t_p = 2 * cos_in / (index * cos_in + cos_out)
    fields = []
    for phi in np.radians([0, 120, 240]):
        c, s = np.cos(phi), np.sin(phi)
        s_hat = np.array([-s, c, 0])
        p_in = np.array([cos_in * c, cos_in * s, -sine])
        p_out = np.array([cos_out * c, cos_out * s, -sin_out])
        if kind == "linear":       # x direction projected across the beam
            parts = np.array([s_hat[0], p_in[0]])
            parts = parts / np.linalg.norm(parts)
        elif kind == "azimuthal":
            parts = np.array([1.0, 0.0])
        else:                      # circular, same handedness
            parts = np.array([1j, 1.0]) / np.sqrt(2)
        fields.append(t_s * parts[0] * s_hat + t_p * parts[1] * p_out)
    fields = np.array(fields)
    scale = 3 / np.sum(np.abs(fields)**2)

    def value(a, b):
        total = 0.0
        for comp in range(3):
            amp = (fields[0, comp] * np.exp(1j * a)
                   + fields[1, comp] * np.exp(1j * b) + fields[2, comp])
            total = total + np.abs(amp)**2
        return scale * total
    return value


def vector_extremes(sine, kind, index):
    value = vector_pattern(sine, kind, index)
    g = 2 * np.pi * np.arange(120) / 120
    A, B = np.meshgrid(g, g, indexing="ij")
    v = value(A, B)
    lo, hi = np.argmin(v), np.argmax(v)
    low = refine(lambda r: value(*r), [A.flat[lo], B.flat[lo]], 0.03).fun
    high = -refine(lambda r: -value(*r), [A.flat[hi], B.flat[hi]], 0.03).fun
    return low, high


resist_index = 1.7
te_low, te_high = vector_extremes(sin_theta, "azimuthal", 1.0)
te = vector_pattern(sin_theta, "azimuthal", 1.0)
assert te(0.0, 0.0) < 1e-12
assert abs(te(2 * np.pi / 3, -2 * np.pi / 3) - 4.5) < 1e-10
assert abs(te_high - 4.5) < 1e-8 and te_low < 1e-8
for kind in ("linear", "circular"):
    low, high = vector_extremes(0.01, kind, 1.0)
    assert low < 1e-3 and abs(high - 9) < 1e-2
lin_air = vector_extremes(sin_theta, "linear", 1.0)
lin_resist = vector_extremes(sin_theta, "linear", resist_index)
circ_air = vector_extremes(sin_theta, "circular", 1.0)
circ_resist = vector_extremes(sin_theta, "circular", resist_index)

# --- Substrate reflection: six scalar waves, explicit sum
cos_resist = np.sqrt(1 - (sin_theta / resist_index)**2)
kz_resist = resist_index * k * cos_resist
standing_period = np.pi / kz_resist
depths = np.linspace(0, standing_period, 201)


def reflection_range(reflectance):
    r = np.sqrt(reflectance)
    factors = []
    for z in depths:
        six = sum(np.exp(1j * (v[0] * px + v[1] * py + kz_resist * z))
                  + r * np.exp(1j * (v[0] * px + v[1] * py - kz_resist * z))
                  for v in BEAMS)
        factor = np.sum(np.abs(six)**2) / np.sum(measured)
        assert np.allclose(np.abs(six)**2, factor * measured, atol=1e-9)
        factors.append(factor)
    assert abs(min(factors) - (1 - r)**2) < 1e-3
    assert abs(max(factors) - (1 + r)**2) < 1e-3
    return min(factors), max(factors)


coated_R, bare_R = 0.01, 0.35
coated = reflection_range(coated_R)
bare = reflection_range(bare_R)
resist_thickness, absorption_per_um = 300.0, 0.5
bottom_factor = np.exp(-absorption_per_um * resist_thickness / 1000 / cos_resist)

# --- Independent Gaussian phase jitter of each beam, by quadrature
jitter = 0.1
nodes, weights = np.polynomial.hermite.hermgauss(12)
ph = np.sqrt(2) * jitter * nodes
w = weights / np.sqrt(np.pi)
P1, P2, P3 = np.meshgrid(ph, ph, ph, indexing="ij")
W = w[:, None, None] * w[None, :, None] * w[None, None, :]
jitter_zero = np.sum(W * intensity(0.0, zero_y, phases=(P1, P2, P3)))
jitter_peak = np.sum(W * intensity(0.0, 0.0, phases=(P1, P2, P3)))
assert abs(jitter_zero - 3 * (1 - np.exp(-jitter**2))) < 1e-9
assert abs(jitter_peak - (3 + 6 * np.exp(-jitter**2))) < 1e-9

# --- Finite coherence length at the edge of the exposed field
field_radius_mm, coherence_mm = 10.0, 100.0
edge_angles = np.radians(np.arange(0, 360, 5))
edge = field_radius_mm * np.array([np.cos(edge_angles), np.sin(edge_angles)])
pair_diff = np.array([BEAMS[i, :2] - BEAMS[j, :2]
                      for i, j in ((0, 1), (1, 2), (2, 0))]) / k
paths = pair_diff @ edge
max_path = np.max(np.abs(paths))
coherence_leak = np.max(np.sum(1 - np.exp(-(paths / coherence_mm)**2), axis=0))
assert abs(coherence_leak / (4.5 * (sin_theta * field_radius_mm
                                  / coherence_mm)**2) - 1) < 0.01

print(f"wavelength (rough He-Cd line): {wavelength:.0f} nm")
print(f"chosen peak spacing a: {spacing:.0f} nm")
print(f"sin(theta): {sin_theta:.4f}; theta: {np.degrees(theta):.2f} deg")
print(f"transverse wave number q: {q:.6f} 1/nm")
print(f"smallest spacing in air (theta -> 90 deg): {2*wavelength/3:.1f} nm")
print(f"searched peak-to-peak distance: {peak_distances.mean():.2f} nm")
print(f"searched peak-to-zero distance: {zero_distances.mean():.2f} nm")
print(f"maxima, minima per cell: {n_maxima}, {n_minima}")
print(f"peak, cell mean, saddle: {peak_values.mean():.4f}, "
      f"{cell_mean:.4f}, {saddle_value:.4f} I0")
print(f"largest searched zero value below 1e-9 I0: "
      f"{bool(np.max(np.abs(zero_values)) < 1e-9)}")
print(f"area fraction below I0 (grid count): {dark_fraction:.3f}")
print(f"dose of one beam: {beam_dose:.1f} mJ/cm2")
print(f"peak dose: {beam_dose*peak_values.mean():.1f} mJ/cm2")
print(f"mean dose: {beam_dose*cell_mean:.1f} mJ/cm2")
print(f"saddle dose: {beam_dose*saddle_value:.1f} mJ/cm2")
print(f"half-peak dose: {beam_dose*peak_values.mean()/2:.1f} mJ/cm2")
print(f"half-peak width along a peak row: {width_row:.1f} nm")
print(f"half-peak width across the row: {width_across:.1f} nm")
print(f"dark-spot limit dose: {dark_dose:.1f} mJ/cm2")
print(f"dark-spot radius, quadratic law: {dark_radius_law:.1f} nm")
print(f"dark-spot radius, full pattern: {dark_radii.min():.1f} to "
      f"{dark_radii.max():.1f} nm")
print("Neglected effects (rough or chosen parameters)")
print("Vector patterns: min and max in units of one third of the cell mean")
print(f"azimuthal polarization, air: {abs(te_low):.3f}, {te_high:.3f}")
print(f"common linear polarization, air: {lin_air[0]:.3f}, {lin_air[1]:.3f}")
print(f"resist refractive index: {resist_index:.1f}")
print(f"common linear, in resist: {lin_resist[0]:.3f}, {lin_resist[1]:.3f}")
print(f"circular polarization, air: {circ_air[0]:.3f}, {circ_air[1]:.3f}")
print(f"circular, in resist: {circ_resist[0]:.3f}, {circ_resist[1]:.3f}")
print(f"standing-wave period in depth: {standing_period:.1f} nm")
print(f"reflectance {coated_R:.2f} (coated): depth factor "
      f"{coated[0]:.2f} to {coated[1]:.2f}")
print(f"reflectance {bare_R:.2f} (bare): depth factor "
      f"{bare[0]:.2f} to {bare[1]:.2f}")
print(f"resist thickness: {resist_thickness:.0f} nm; "
      f"absorption: {absorption_per_um:.1f} 1/um")
print(f"absorption factor at resist bottom: {bottom_factor:.3f}")
print(f"phase jitter per beam: {jitter:.2f} rad rms")
print(f"jitter: zero rises to {jitter_zero:.4f} I0 "
      f"= {beam_dose*jitter_zero:.3f} mJ/cm2")
print(f"jitter: peak falls to {jitter_peak:.3f} I0")
print(f"field radius: {field_radius_mm:.0f} mm; "
      f"coherence length (1/e): {coherence_mm:.0f} mm")
print(f"largest path difference at field edge: {max_path:.2f} mm")
print(f"coherence: zero at field edge rises to {coherence_leak:.4f} I0")
print(f"one amplitude reduced to: {weak_amp:.2f}")
print(f"imbalance: zero kept, moved by {weak_shift:.1f} nm; "
      f"peak {weak_peak:.2f} I0")
print(f"amplitudes 1, 1, 2.5: lowest intensity {strong_min:.3f} I0")
print("every check passed")
```

Running it gives:

```
wavelength (rough He-Cd line): 325 nm
chosen peak spacing a: 650 nm
sin(theta): 0.3333; theta: 19.47 deg
transverse wave number q: 0.006444 1/nm
smallest spacing in air (theta -> 90 deg): 216.7 nm
searched peak-to-peak distance: 650.00 nm
searched peak-to-zero distance: 375.28 nm
maxima, minima per cell: 1, 2
peak, cell mean, saddle: 9.0000, 3.0000, 1.0000 I0
largest searched zero value below 1e-9 I0: True
area fraction below I0 (grid count): 0.250
dose of one beam: 6.0 mJ/cm2
peak dose: 54.0 mJ/cm2
mean dose: 18.0 mJ/cm2
saddle dose: 6.0 mJ/cm2
half-peak dose: 27.0 mJ/cm2
half-peak width along a peak row: 350.9 nm
half-peak width across the row: 349.6 nm
dark-spot limit dose: 1.0 mJ/cm2
dark-spot radius, quadratic law: 42.2 nm
dark-spot radius, full pattern: 40.0 to 46.2 nm
Neglected effects (rough or chosen parameters)
Vector patterns: min and max in units of one third of the cell mean
azimuthal polarization, air: 0.000, 4.500
common linear polarization, air: 0.238, 8.496
resist refractive index: 1.7
common linear, in resist: 0.086, 8.825
circular polarization, air: 0.007, 8.493
circular, in resist: 0.000, 8.825
standing-wave period in depth: 97.5 nm
reflectance 0.01 (coated): depth factor 0.81 to 1.21
reflectance 0.35 (bare): depth factor 0.17 to 2.53
resist thickness: 300 nm; absorption: 0.5 1/um
absorption factor at resist bottom: 0.858
phase jitter per beam: 0.10 rad rms
jitter: zero rises to 0.0299 I0 = 0.179 mJ/cm2
jitter: peak falls to 8.940 I0
field radius: 10 mm; coherence length (1/e): 100 mm
largest path difference at field edge: 5.77 mm
coherence: zero at field edge rises to 0.0050 I0
one amplitude reduced to: 0.90
imbalance: zero kept, moved by 10.2 nm; peak 8.41 I0
amplitudes 1, 1, 2.5: lowest intensity 0.250 I0
every check passed
```
